\section*{Second-layer nucleation on islands with strong step-edge barriers, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one waiting atom to a general critical nucleus}

\subsection*{A count that produces too many nuclei}

Consider a flat island, ten lattice constants in radius, under a slow flux of atoms. Its edge holds atoms back, so an atom that lands on top crosses the island many times before it steps down. We want the rate at which a new layer nucleates there, supposing that two atoms suffice.

A natural estimate multiplies the mean number of pairs on the island by the rate at which a pair meets. For the parameters of the worked example below this gives about $0.94$ nuclei per second. Yet only $0.031$ atoms per second land on the island, and every nucleus needs at least one new atom. The estimate is impossible.

The fault lies in the counting. Two atoms confined together would meet again and again, and the estimate goes on booking new nuclei at the same rate, although the first meeting has already used up the pair. What limits the rate is how often a second atom arrives while the first is still there. The correct count gives $2.8\times10^{-4}$ nuclei per second, lower by a factor of about $3300$, and a different dependence on island size.

\subsection*{The model and its units}

The island is a compact disc of radius $R$, measured in lattice constants, so that it has $\pi R^2$ sites. Atoms land at a rate $F$ per site, and hence on the whole island at the rate
\begin{equation}
\lambda=\pi R^2F .
\label{eq:lambda}
\end{equation}
An atom on top hops at rate $\nu$ in each of four lattice directions. At the edge, an outward hop has the smaller rate $\nu'$. Atoms that have stepped down do not return, and none evaporate. Atoms do not interact until a nucleus forms. The temperature, the flux and, for the present, the radius are held fixed.

The critical size $i$ means that $i$ atoms do not form a stable nucleus but $i+1$ do. The first half adopts a strong premise: as soon as $i+1$ atoms are on the island together, they nucleate. The second half asks when this premise is true.

We define the nucleation rate $\Omega$ as the inverse of the mean waiting time for a nucleus on an initially empty island.

\subsection*{How long one atom stays}

Let $t(\mathbf r)$ be the mean remaining time on the island for an atom at $\mathbf r$. At an interior site the atom waits on average $1/(4\nu)$ and then moves to one of four neighbours with equal probability:
\begin{equation}
t(\mathbf r)=\frac{1}{4\nu}+\frac14\sum_{\mathbf e}t(\mathbf r+\mathbf e).
\end{equation}
Multiplying by $4\nu$ and collecting the times on one side gives
\begin{equation}
\nu\sum_{\mathbf e}\left[t(\mathbf r+\mathbf e)-t(\mathbf r)\right]=-1 .
\end{equation}
If $t$ varies slowly over a lattice constant, the first derivatives cancel between opposite neighbours and the second derivatives add up to the Laplacian. With length in lattice constants the diffusion coefficient is therefore $D=\nu$, and
\begin{equation}
\nu\nabla^2t=-1 .
\label{eq:poisson}
\end{equation}

At the edge the outward hop ends the stay. It contributes $\nu'(0-t)$ to the balance, where an interior site would have had $\nu(t_{\rm out}-t)\simeq\nu\,dt/dr$. Equating the two gives the boundary condition
\begin{equation}
-\nu\frac{dt}{dr}\bigg|_{R}=\nu't(R).
\label{eq:boundary}
\end{equation}
This is derived for a straight edge along a lattice direction. We use it all around the disc, which treats the edge as isotropic. A disc cut literally from a square lattice has about $8R$ outward bonds instead of $2\pi R$; when the barrier is strong, its residence time is about $\pi/4$ times as long, with the same dependence on $R$.

On a disc, equation~\eqref{eq:poisson} reads
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{dt}{dr}\right)=-\frac1\nu .
\end{equation}
Multiply by $r$ and integrate from the centre, where $r\,dt/dr=0$ because $t$ is smooth:
\begin{equation}
r\frac{dt}{dr}=-\frac{r^2}{2\nu},\qquad
\frac{dt}{dr}=-\frac{r}{2\nu}.
\end{equation}
The boundary condition then fixes $t(R)=R/(2\nu')$, and a second integration gives
\begin{equation}
t(r)=\frac{R}{2\nu'}+\frac{R^2-r^2}{4\nu}.
\label{eq:tr}
\end{equation}

Atoms land uniformly, so the average must be weighted by area:
\begin{align}
\tau&=\frac{2}{R^2}\int_0^R t(r)\,r\,dr\nonumber\\
&=\frac{R}{2\nu'}+\frac{2}{R^2}\,\frac{1}{4\nu}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)
=\frac{R}{2\nu'}+\frac{R^2}{8\nu}.
\label{eq:taufull}
\end{align}
The second term is the time needed to reach the edge, and for a strong barrier the first is the time lost in failed attempts to cross it. Their ratio, second to first, is $R\nu'/(4\nu)$. A strong barrier means
\begin{equation}
\frac{\nu}{\nu'}\gg R ,\qquad \tau\simeq\frac{R}{2\nu'} .
\label{eq:tau}
\end{equation}
The linear dependence on $R$ has a simple reading. The atom is spread evenly over an area $\pi R^2$ and leaks through a perimeter $2\pi R$ at speed $\nu'$, and $\pi R^2/(2\pi R\nu')=R/(2\nu')$.

As a test, the diffusion equation was solved numerically on a disc. In units of $R^2/D$, equation~\eqref{eq:taufull} predicts $0.375$ when $\nu/(\nu'R)=0.5$ and $50.125$ when this ratio is $100$. The numerical values agree to the digits given.

\subsection*{Why loss has a constant rate}

A mean residence time does not by itself fix the distribution of residence times. With a strong barrier, equation~\eqref{eq:tr} does fix it. The position-dependent part is then small compared with $R/(2\nu')$, so the mean remaining time is nearly $\tau$ wherever the atom is, and therefore also after it has already survived for a time $s$.

Let $S(s)$ be the probability of survival to time $s$. The mean remaining time, given survival to $s$, is $\int_s^\infty S(s')ds'/S(s)$. Setting this equal to $\tau$ and differentiating gives
\begin{equation}
\int_s^\infty S(s')\,ds'=\tau S(s)
\quad\Longrightarrow\quad
-S(s)=\tau\frac{dS}{ds}
\quad\Longrightarrow\quad
S(s)=e^{-s/\tau}.
\end{equation}
Each atom is thus lost at the constant rate $1/\tau$, and $N$ independent atoms suffer a loss at the total rate $N/\tau$.

\subsection*{The simplest case: two atoms make a nucleus}

Take $i=1$, and define
\begin{equation}
\bar n=\lambda\tau=\frac{\pi FR^3}{2\nu'} .
\label{eq:nbar}
\end{equation}
This is the mean number of atoms on top if nucleation is ignored: the arrival rate times the length of a stay. Two of its three powers of $R$ come from the catching area and one from the residence time.

Let $T_0$ and $T_1$ be the mean times to nucleation from an empty island and from one holding a single atom. From the empty state an atom must first arrive:
\begin{equation}
T_0=\frac1\lambda+T_1 .
\end{equation}
With one atom present, the next event comes after a mean time $1/(\lambda+1/\tau)=\tau/(1+\bar n)$. It is a loss with probability $(1/\tau)/(\lambda+1/\tau)=1/(1+\bar n)$; otherwise it is an arrival and the wait is over. Hence
\begin{equation}
T_1=\frac{\tau}{1+\bar n}+\frac{T_0}{1+\bar n}.
\end{equation}
Insert this into the first equation and multiply by $1+\bar n$:
\begin{equation}
\bar n\,T_0=\frac{1+\bar n}{\lambda}+\tau=\frac{1+2\bar n}{\lambda},
\end{equation}
where $\tau=\bar n/\lambda$ was used. Therefore
\begin{equation}
\Omega=\frac1{T_0}=\frac{\lambda\bar n}{1+2\bar n}.
\label{eq:i1}
\end{equation}

For $\bar n\ll1$ this becomes $\Omega\simeq\lambda\bar n$. An atom arrives at rate $\lambda$ and finds another one there with probability $\bar n$. The two factors vary as $R^2$ and $R^3$, so $\Omega\propto R^5$. For $\bar n\gg1$ hardly any atom leaves before the next arrives. Then $\Omega\simeq\lambda/2$: two arrivals are needed and the size dependence is just $R^2$. The fifth power thus belongs to an island that is empty most of the time.

\subsection*{General critical size: the short argument}

For larger $i$, first ignore nucleation. In the steady state, transitions between $N$ and $N+1$ atoms balance. If $P_N$ is the probability of finding $N$ atoms,
\begin{equation}
\lambda P_N=\frac{N+1}{\tau}P_{N+1}
\quad\Longrightarrow\quad
P_{N+1}=\frac{\bar n}{N+1}P_N
\quad\Longrightarrow\quad
P_N=e^{-\bar n}\frac{\bar n^N}{N!},
\label{eq:poissonN}
\end{equation}
where the prefactor follows from $\sum_NP_N=1$. Under the premise, a nucleus forms when an atom arrives on an island that already holds $i$ atoms. For small $\bar n$ this happens at the rate
\begin{equation}
\Omega\simeq\lambda P_i\simeq\frac{\lambda\bar n^i}{i!}.
\label{eq:ideal}
\end{equation}
The factor $i!$ appears because the order in which the waiting atoms arrived is irrelevant.

Nucleation itself removes the states with more than $i$ atoms, which the steady-state balance retained. The waiting time can be found without that approximation.

\subsection*{General critical size: the waiting time}

Let $s_j$ be the mean time to go from $j$ atoms to $j+1$ for the first time. The first event occurs after a mean time $1/(\lambda+j/\tau)$. If it is a loss, the island must climb back from $j-1$ to $j$ and then still reach $j+1$:
\begin{equation}
s_j=\frac{1}{\lambda+j/\tau}
+\frac{j/\tau}{\lambda+j/\tau}\,(s_{j-1}+s_j).
\end{equation}
Multiplication by $\lambda+j/\tau$ produces a term $(j/\tau)s_j$ on both sides, which cancels. With $\sigma_j=\lambda s_j$,
\begin{equation}
\sigma_j=1+\frac{j}{\bar n}\,\sigma_{j-1},\qquad \sigma_0=1 .
\label{eq:recursion}
\end{equation}
The first members are $\sigma_1=1+1/\bar n$ and $\sigma_2=1+2/\bar n+2/\bar n^2$. In general
\begin{equation}
\sigma_j=\sum_{k=0}^{j}\frac{j!}{k!}\,\bar n^{\,k-j}.
\label{eq:sigma}
\end{equation}
To verify this, insert the formula for $j-1$ into the recursion. The factor $j/\bar n$ turns $(j-1)!\,\bar n^{k-j+1}/k!$ into $j!\,\bar n^{k-j}/k!$, and the separate $1$ supplies the term $k=j$.

The total waiting time is the sum of the steps from $0$ to $i+1$ atoms:
\begin{equation}
\frac{\lambda}{\Omega}=\sum_{j=0}^{i}\sum_{k=0}^{j}\frac{j!}{k!}\,\bar n^{\,k-j}.
\label{eq:chain}
\end{equation}
For $i=1$ this is $2+1/\bar n$, in agreement with equation~\eqref{eq:i1}. For $i=0$ it gives $\Omega=\lambda$: every arriving atom is a nucleus.

For $i\ge1$ and small $\bar n$, the largest term has $j=i$ and $k=0$ and equals $i!\,\bar n^{-i}$. Two terms are smaller by one power of $\bar n$: $j=i,\ k=1$ gives $i!\,\bar n^{1-i}$, and $j=i-1,\ k=0$ gives $(i-1)!\,\bar n^{1-i}$. Hence
\begin{equation}
\Omega=\frac{\lambda\bar n^i}{i!}
\left[1-\left(1+\frac1i\right)\bar n+O(\bar n^2)\right].
\label{eq:expansion}
\end{equation}
The leading term confirms the short argument. Inserting $\lambda$ and $\bar n$ gives
\begin{equation}
\Omega\simeq\frac{\pi F}{i!}\left(\frac{\pi F}{2\nu'}\right)^iR^{3i+2}.
\label{eq:main}
\end{equation}
The arriving atom contributes two powers of $R$, and each of the $i$ waiting atoms contributes three.

\subsection*{How the exponent bends}

Since $d\bar n/d\ln R=3\bar n$, the logarithm of equation~\eqref{eq:expansion} gives the local exponent
\begin{equation}
\frac{d\ln\Omega}{d\ln R}=3i+2-3\left(1+\frac1i\right)\bar n+O(\bar n^2).
\label{eq:slope}
\end{equation}
At $\bar n=0.001$ this predicts $4.9940$, $7.9955$ and $10.9960$ for $i=1,2,3$. Direct solution of the linear equations for the waiting times gave $4.9940$, $7.9955$ and $10.9959$.

In the opposite limit, $\bar n\gg1$, the terms with $k=j$ survive in equation~\eqref{eq:chain}. There are $i+1$ of them, each equal to one, so $\Omega\to\lambda/(i+1)$ and the exponent falls to $2$. At $\bar n=10^4$ the numerical values of $\Omega/\lambda$ were $0.5000$, $0.3333$ and $0.2500$, as expected. The power $3i+2$ is therefore a small-occupation law even when presence guarantees nucleation.

\section{When presence guarantees nucleation}

\subsection*{Symbols and results carried over}

An island of radius $R$, in lattice constants, receives atoms at the rate $\lambda=\pi R^2F$. An atom hops at rate $\nu$ per direction and leaves at rate $\nu'$ per outward bond. For $\nu/\nu'\gg R$ it stays for a mean time $\tau=R/(2\nu')$, and the mean occupation is $\bar n=\lambda\tau\propto R^3$. If $i+1$ atoms present together always nucleate and $\bar n\ll1$, then $\Omega=\lambda\bar n^i/i!\propto R^{3i+2}$. We now replace this premise by an explicit requirement: the $i+1$ atoms must meet on one site before any of them escapes.

\subsection*{A race between meeting and escape}

Let $T_m$ be the mean time for $i+1$ atoms to meet when none can leave. Suppose, as an approximation, that the meeting occurs at a constant rate $1/T_m$. The competing event is the loss of any one of the $i+1$ atoms, at the total rate $(i+1)/\tau$. Further arrivals are rarer than losses by a factor of order $\bar n$ and may be ignored. The probability that the meeting comes first is
\begin{equation}
p=\frac{1/T_m}{1/T_m+(i+1)/\tau}
=\frac{1}{1+(i+1)T_m/\tau}.
\label{eq:p}
\end{equation}
In the dilute regime an atom joins $i$ others at the rate $\lambda\bar n^i/i!$, and each such event succeeds with probability $p$:
\begin{equation}
\Omega\simeq p\,\frac{\lambda\bar n^i}{i!}.
\label{eq:corrected}
\end{equation}

Two limits show what this means. If $T_m\ll\tau/(i+1)$, then $p\simeq1$ and the premise holds. If $T_m\gg\tau/(i+1)$, then $p\simeq\tau/[(i+1)T_m]$, and with $\lambda\tau=\bar n$
\begin{equation}
\Omega\simeq\frac{\bar n^{i+1}}{(i+1)!}\,\frac1{T_m}.
\label{eq:meanfield}
\end{equation}
This is the probability of finding $i+1$ atoms times their meeting rate: the count that failed at the start. It is correct when the barrier is strong enough to spread the atoms evenly and meetings are nevertheless so rare that a group usually disperses before its first one. Rare meetings alone do not suffice: for $\nu'=\nu$ on a square island of side $36$, this count, with the periodic meeting times derived below, falls short of the true rate by a factor of about $1.2$ for pairs and $1.9$ for triples.

Equation~\eqref{eq:corrected} was tested against the full master equation, with a finite nucleation rate for every group of $i+1$ atoms. For $i=1,2,3$, $\bar n=0.001$ and $\tau/T_m=0.01$, $1$ and $100$, the two agreed within one per cent. This confirms the counting. Whether a constant meeting rate describes real walkers is a separate question, taken up below.

For a strong barrier and small occupation, the nucleation rate is $\lambda\bar n^i/i!\propto R^{3i+2}$ if presence guarantees nucleation, and is reduced by the factor $p$ if the atoms must first meet. It remains to find how the meeting time $T_m$ depends on island size, and hence when the premise holds.

Numerical values quoted here were computed with a short program.
